# Winterbottom's equilibrium particle: a Wulff shape cut by the substrate, part 2

We seek the lowest-energy shape of a crystal of volume $V$ and fixed orientation on a flat, rigid, inert substrate filling $z<0$. A competitor $E$ is a closed, bounded body in $z\ge0$, possibly several islands, with outward unit normal $n$; $\hat z$ points away from the substrate. The energies per area are $\gamma(n)$ for the free surface, $\gamma_i$ for the interface and $\gamma_s$ for the bare substrate. Measured from the bare substrate, the energy is

$$
F(E)=\int_{\rm free}\gamma(n)\,dA+\omega A_c,\qquad \omega=\gamma_i-\gamma_s, \tag{1}
$$

with contact area $A_c$.

The Wulff body $W$ contains the points with $x\cdot n\le\gamma(n)$ for every $n$; its origin is the Wulff centre. The reach of a body $B$ is $h_B(n)=\max_{x\in B}x\cdot n$. The cut body is $K=W\cap\{z\ge-\omega\}$, of volume $|K|$. Lengths in $W$ and $K$ are in J/m²; $\lambda$, in nm per (J/m²), converts them to real lengths.

The theorem already proved: if

$$
-h_W(\hat z)<\omega<h_W(-\hat z), \tag{5}
$$

then every competitor satisfies

$$
F(E)\ge3|K|^{1/3}V^{2/3}. \tag{6}
$$

Equality holds for

$$
E_*=\lambda K+\lambda\omega\hat z,\qquad \lambda=\left(\frac V{|K|}\right)^{1/3}, \tag{7}
$$

whose Wulff centre has height $\lambda\omega$ and whose energy is $F(E_*)=3\lambda^2|K|$.

Lemma 1 gave $F(E)\ge\int_{\partial E}h_K(n)\,dA$. Lemma 2 bounded this integral below by $3|K|^{1/3}V^{2/3}$, using a map $T$ from $E$ into $K$ with

$$
\sum_{i=1}^3\frac{\partial T_i}{\partial x_i}\ge3\left(\frac{|K|}V\right)^{1/3}. \tag{10}
$$

For $K$ itself ($\lambda=1$), $x\cdot n$ equals the energy per area almost everywhere on the boundary, so

$$
\int_{\rm free}\gamma(n)\,dA+\omega A_c=\int_{\partial K}x\cdot n\,dA=\int_K\nabla\cdot x\,d^3x=3|K|. \tag{12}
$$

The opening example was a square film patch 200 nm wide and 10 nm thick. In the model crystal, the lowest-energy particle of equal volume is 49 nm high and 150 nm wide, with its Wulff centre 26 nm below the substrate surface.

### How the energy depends on size and contact

Since $F(E_*)$ grows as $V^{2/3}$, dividing the volume among $N$ equal, well-separated equilibrium particles gives the energy

$$
N\cdot3|K|^{1/3}\left(\frac VN\right)^{2/3}=N^{1/3}F(E_*).
$$

One particle is therefore favoured over several. Whether material can travel between islands is a kinetic question outside the theorem.

Raising $\omega$ by $d\omega$ lowers the cutting plane and adds a layer of volume $B\,d\omega$ to $K$, where $B$ is the area of its cut. At fixed $V$,

$$
\frac{dF(E_*)}{d\omega}=|K|^{-2/3}V^{2/3}B=\lambda^2B=A_c. \tag{13}
$$

The minimum energy responds to the contact energy as if the shape were frozen: its slope is the contact area.

### Limits of the construction

**Detachment.** Let $\omega\ge h_W(-\hat z)$. The plane no longer cuts the interior of $W$, and $K=W$. Both lemmas of Part I remain valid, since $h_W(-\hat z)\le\omega$. The bound is reached by a complete Wulff particle, free of the substrate. For $\omega=1.30$ J/m² in the crystal treated below, the free particle has $F/V^{2/3}=5.493$ J/m². The best of a series of attached, cut particles has 5.524 J/m², about 0.6% more than the free one. This difference belongs to the plane-cut series and is not an energy gap: a complete Wulff particle standing on a small foot is also attached, and its energy approaches the free value from above as the foot shrinks.

**Complete wetting.** Let $\omega\le-h_W(\hat z)$. Now $K$ has no volume and the theorem gives no particle. Consider a crystal with a {100} facet of energy $\gamma_{100}$ on top of $W$, so that $h_W(\hat z)=\gamma_{100}$. A square patch of width $L$ and thickness $V/L^2$ with {100} sides has

$$
F=(\gamma_{100}+\omega)L^2+\frac{4\gamma_{100}V}{L}. \tag{14}
$$

For $\omega<-\gamma_{100}$ this falls without limit as $L$ grows, and no minimizer exists. With $\omega=-1.20$ J/m², $\gamma_{100}=1.15$ J/m² and unit volume, widths of 5, 10, 20 and 40 give $-0.33$, $-4.54$, $-19.77$ and $-79.89$, in J/m² times the unit area. In a real film the continuum description ends when the thickness approaches atomic size.

At the border $\omega=-\gamma_{100}$, equation (14) tends to zero. No competitor reaches zero. To see this, take any point $p$ on the top facet of $W$, so that $p_z=\gamma_{100}$. On the free surface $\gamma(n)\ge h_W(n)\ge p\cdot n$. The integral of $n$ over the closed surface vanishes and the contact contributes $-A_c\hat z$, so $\int_{\rm free}p\cdot n\,dA=\gamma_{100}A_c$ and $F\ge0$. Equality would require $\gamma(n)=p\cdot n$ almost everywhere on the free surface, for all $p$ on the facet. Differences of such $p$ span the horizontal directions, so every free normal would be vertical. A surface with vertical normals alone gives $V=\int_{\partial E}x_1n_1\,dA=0$, a contradiction.

**Isotropic surface.** If $\gamma$ does not depend on direction, $W$ is a ball of radius $\gamma$, and the particle is part of a sphere of radius $\lambda\gamma$. Let $\theta$ be the contact angle measured inside the particle. At the contact line the sphere's normal makes the angle $\theta$ with $\hat z$: a nearly flat cap has a nearly vertical normal and small $\theta$. Relative to the centre, the contact line has height $\lambda\gamma\cos\theta$, and the cut has height $-\lambda\omega$. Hence

$$
\cos\theta=-\frac\omega\gamma=\frac{\gamma_s-\gamma_i}{\gamma}, \tag{15}
$$

which is Young's law. Minimizing the energy of a spherical cap at fixed volume, for $\gamma=1$ J/m² and $\omega=-0.4$ J/m², gives 66.4°, in agreement with $\cos\theta=0.4$.

### A faceted particle

The round parameters below describe a model crystal, not a particular material:

$$
\gamma_{111}=1.00,\quad\gamma_{100}=1.15,\quad\gamma_s=1.20,\quad\gamma_i=0.80\ \text{J/m}^2 .
$$

A {100} plane is parallel to the substrate. For other orientations, $\gamma(n)$ may be any continuous function that is nowhere below $h_W(n)$ and takes the two given values; $W$ is then fixed by the {100} and {111} planes. The contact parameter is $\omega=0.80-1.20=-0.40$ J/m². It lies inside the window from $-1.15$ to $+1.15$ J/m².

In the next three paragraphs, lengths are in the reduced unit J/m². The eight {111} planes require $|x|+|y|+|z|\le\sqrt3\,\gamma_{111}=1.732$, and the {100} planes require each coordinate to be at most 1.15 in size. At height $z$, put $s=1.732-|z|$. The section is the diamond $|x|+|y|\le s$, of area $2s^2$. If $s>1.15$, its four tips are removed. Each tip is a triangle of height $s-1.15$ and base $2(s-1.15)$, hence of area $(s-1.15)^2$. The tips do not overlap, because $s<2.30$.

The body $K$ extends from $z=0.40$ to $z=1.15$, so $s$ runs from 1.332 down to 0.582. Its volume is

$$
|K|=\int_{0.582}^{1.332}2s^2\,ds-\int_{1.15}^{1.332}4(s-1.15)^2\,ds .
$$

The integrals give

$$
|K|=\tfrac23(1.332^3-0.582^3)-\tfrac43(0.182)^3\approx1.444-0.008=1.436 .
$$

The film patch has volume $200^2\times10=4.0\times10^5$ nm³. Therefore

$$
\lambda=\left(\frac{4.0\times10^5}{1.436}\right)^{1/3}=65.3\ \text{nm per (J/m}^2).
$$

The Wulff centre has height $\lambda\omega=-26.1$ nm. The particle's height is $\lambda(\gamma_{100}+\omega)=65.3\times0.75=49.0$ nm, and its width between opposite {100} sides is $2\lambda\gamma_{100}=150.2$ nm. This accounts for the opening numbers: the centre is below the surface because the interface costs less than the bare substrate, and $\lambda$ turns the difference of 0.40 J/m² into a depth.

At the contact line, $s=1.332$ exceeds 1.15, so the base is an octagon. Four of its edges border vertical {100} sides, with contact angle 90°. The other four border {111} facets, whose normals have $n_z=1/\sqrt3$, so that the contact angle has cosine $1/\sqrt3$. A small change of $\omega$ shifts the cut without changing these angles. Equation (15), with one facet energy inserted for $\gamma$, does not describe them.

### The energy balance

The facet areas and energies are:

| surface | area (nm²) | energy (fJ) |
|---|---:|---:|
| top {100} | 2890 | 3.323 |
| side {100} | 565 | 0.650 |
| inclined {111} | 20230 | 20.230 |
| contact | 14569 | −5.828 |

Their sum is 18.375 fJ, the same as $3\lambda^2|K|$. For the patch, (14) gives

$$
(1.15-0.40)\times200^2+4\times1.15\times200\times10=39200\ \text{J/m}^2\,\text{nm}^2,
$$

or 39.20 fJ, since 1 J/m² times 1 nm² is $10^{-3}$ fJ. Gathering the patch into the particle releases 20.8 fJ, or 53% of the patch energy measured from the bare substrate.

The origin of this release can be read from the two parts of $F$. The patch has 48000 nm² of free surface, costing 55.2 fJ; the particle's free surface costs 24.2 fJ. This saves 31.0 fJ. The contact contributes $-16.0$ fJ for the patch and $-5.8$ fJ for the particle, so 10.2 fJ of favourable contact energy is lost. The saving in free surface is larger.

### What a misplaced cut costs

Cut $W$ at $z=-c$ instead of $z=-\omega$, and rescale to the same volume. Let $U(c)$ be the volume of the cut body before rescaling and $B(c)$ its cut area, so that $U'=B$. If the contact had energy $c$, equation (12) would give $3U$. With the true contact energy the result is $F_c=3U+(\omega-c)B$. Its derivative is

$$
F_c'=3B-B+(\omega-c)B'=2B+(\omega-c)B' .
$$

At fixed final volume the energy is proportional to $F_cU^{-2/3}$. Its logarithmic derivative is

$$
\frac{F_c'}{F_c}-\frac{2B}{3U}=\frac{(\omega-c)(3UB'-2B^2)}{3UF_c}, \tag{16}
$$

because the terms $6UB$ cancel in the numerator. It vanishes at $c=\omega$, so a small error in the cut costs no energy in first order. The cost is of second order when $3UB'\ne2B^2$ there, as in the example. If the cut body is a pyramid ending in an apex of $W$, then $3UB'=2B^2$, and moving the cut only rescales the same shape at no cost. For the example, $c=-0.6$ and $c=-0.2$ J/m² give 18.48 and 18.51 fJ, less than 1% above the minimum of 18.38 fJ. A cut through the centre, $c=0$, costs 2.8% more than the minimum. Taking the wrong sign, $c=+0.4$ J/m², gives 22.00 fJ, about 20% more.

At the same volume, $\omega=-0.8$, $0$ and $+0.8$ J/m² give heights of 34.8, 58.3 and 80.3 nm. The energies at $\omega=-0.8$ and $0$ are 12.08 and 23.67 fJ. Their difference divided by 0.8 J/m² is about 14500 nm², close to the contact area of 14569 nm² at the midpoint $\omega=-0.4$ J/m², as (13) leads one to expect.

### Numerical checks and range of validity

The construction was tested by searches that did not assume it. Minimization over the cut position returned $c=\omega$ for five values of $\omega$. Minimization over facet distances, with symmetry-related facets moving together, also returned the predicted shape for $\omega=\pm0.4$ J/m². Measured from the substrate point on the vertical line through the Wulff centre, an upper {111} plane should have distance $\gamma_{111}+\omega/\sqrt3$, since the centre has height $\omega$ in reduced units. For $\omega=-0.4$ J/m² this is 0.769 J/m², the value found.

None of 800 random or slightly perturbed polyhedra fell below the bound (6); the lowest was 0.6% above it. The map of Lemma 2 was also constructed numerically, from a unit cube to $K$. At 64 sample points its divergence was at least 3.433, above the required 3.385. Further values are in the numerical output.

Scaling shows where the neglected effects enter. The surface terms grow as $\lambda^2$. For a fixed shape, a contact-line energy grows as $\lambda$ and can matter for small particles. The elastic energy of a given misfit strain grows as $\lambda^3$, and gravitational energy as $\lambda^4$; these can matter for large ones. A substrate that deforms, dissolves or forms facets changes the set of competitors itself, and the plane cut is then no longer guaranteed.

## Table of computed values

```
gamma_111, gamma_100: 1.00, 1.15 J/m^2
gamma_s, gamma_i: 1.20, 0.80 J/m^2
omega = gamma_i - gamma_s: -0.40 J/m^2
patch width, thickness: 200, 10 nm
volume: 4.0000e+05 nm^3
reduced volume |K|: 1.43619 (J/m^2)^3
reduced volume |W|: 6.13945 (J/m^2)^3
lambda: 65.305 nm per (J/m^2)
Wulff centre height above substrate: -26.12 nm
particle height: 48.98 nm
particle width between side {100}: 150.20 nm
top {100}: area 2889.7 nm^2, energy 3.323 fJ
side {100}: area 565.4 nm^2, energy 0.650 fJ
inclined {111}: area 20229.5 nm^2, energy 20.230 fJ
contact: area 14569.2 nm^2, energy -5.828 fJ
particle energy, facet sum: 18.375 fJ
particle energy, 3 lambda^2 |K|: 18.375 fJ
film patch energy: 39.200 fJ
energy released: 20.825 fJ
released fraction: 53.1 %
misplaced cut at this volume and omega:
  cut -0.8 J/m^2: energy 18.938 fJ
  cut -0.6 J/m^2: energy 18.477 fJ
  cut -0.4 J/m^2: energy 18.375 fJ
  cut -0.2 J/m^2: energy 18.510 fJ
  cut +0.0 J/m^2: energy 18.894 fJ
  cut +0.4 J/m^2: energy 22.002 fJ
equilibrium at this volume for other omega:
  omega -0.8 J/m^2: found cut -0.80000 J/m^2, height 34.8 nm, energy 12.08 fJ
  omega -0.4 J/m^2: found cut -0.40000 J/m^2, height 49.0 nm, energy 18.38 fJ
  omega +0.0 J/m^2: found cut +0.00000 J/m^2, height 58.3 nm, energy 23.67 fJ
  omega +0.4 J/m^2: found cut +0.40000 J/m^2, height 68.2 nm, energy 27.29 fJ
  omega +0.8 J/m^2: found cut +0.80000 J/m^2, height 80.3 nm, energy 29.15 fJ
facet search, omega -0.4 J/m^2 (side, upper, lower), J/m^2:
  found [1.15    0.76906] predicted [1.15    0.76906]
facet search, omega +0.4 J/m^2 (side, upper, lower), J/m^2:
  found [1.15    1.23094 0.76906] predicted [1.15    1.23094 0.76906]
trial shapes: 800, lowest energy/bound: 1.00589
map divergence: bound 3.3847, lowest 3.4327, mean 3.8105, width sum 5.3500 J/m^2
omega 1.30 J/m^2, F/V^(2/3): free 5.4933, best attached 5.5237 J/m^2
omega -1.20 J/m^2, unit-volume patch, widths 5, 10, 20, 40:
  energy [ -0.33   -4.54  -19.77  -79.885] J/m^2 times unit area
isotropic cap, gamma 1, omega -0.4 J/m^2: angle 66.42 degrees
```
